# Doppler S and W parameters of positrons with one vacancy type: verification in Python

```python
# Result under test: if positrons annihilate only in the bulk (b) or in one
# vacancy type (v), the Doppler parameters obey
#     W - W_b = m (S - S_b),  m = (W_v - W_b)/(S_v - S_b),
# for every vacancy concentration C.
# S: share of counts at small |dE|; W: share in the outer windows;
# dE: photon energy minus 511 keV; eta: share annihilating in the vacancy;
# kappa = mu*C: trapping rate; lam_b, lam_v: annihilation rates; delta: escape.
# Spectra are a model: free-electron valence part plus Gaussian core part.
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm, solve_banded
from scipy.special import ndtr

rng = np.random.default_rng(20)

# ---- inputs: rough typical values for germanium, and model shapes ----
temperature = 300.0                  # K
lattice_nm = 0.566                   # cubic cell edge, 8 atoms
tau_b, tau_v = 0.230, 0.320          # lifetimes, ns
mu = 3e-8                            # trapping coefficient, cm^3/s
diffusion = 1.5                      # positron diffusion, cm^2/s
binding_eV = 1.0                     # positron binding to the vacancy
beam_keV = 25.0
fwhm = 1.2                           # detector resolution, keV
s_max, w_min, w_max, total_max = 0.8, 2.8, 5.0, 5.0   # keV
core_sigma = 2.8                     # keV
lam_b, lam_v = 1 / tau_b, 1 / tau_v  # 1/ns
mu_ns = mu * 1e-9                    # cm^3/ns
res = fwhm / np.sqrt(8 * np.log(2))

# ---- valence edge from the density of 4 valence electrons per atom ----
n_val = 32 / (lattice_nm * 1e-9) ** 3
k_fermi = (3 * np.pi ** 2 * n_val) ** (1 / 3)
edge_b = sc.hbar * sc.c * k_fermi / 2 / sc.e / 1e3    # keV
# Doppler shift from a Lorentz boost of a pair with rest energy 2 m c^2
rest_keV = sc.m_e * sc.c ** 2 / sc.e / 1e3
gamma_beta = sc.hbar * k_fermi / (2 * sc.m_e * sc.c)
boosted = rest_keV * (np.sqrt(1 + gamma_beta ** 2) + gamma_beta)
assert abs((boosted - rest_keV) / edge_b - 1) < 5e-3  # second order in p

# each state: (valence edge in keV, core share of annihilations)
bulk = (edge_b, 0.100)
vacancy = (0.95 * edge_b, 0.075)
second = (0.99 * edge_b, 0.080)      # another vacancy type
surface = (0.90 * edge_b, 0.070)


def window_share(state, low, high, resolution=res):
    """Share of counts with low < |dE| < high, by quadrature."""
    edge, core = state
    x, weight = np.polynomial.legendre.leggauss(80)
    e = edge * x
    inside = ndtr((high - e) / resolution) - ndtr((low - e) / resolution)
    valence_part = 2 * np.sum(weight * 0.75 * (1 - x ** 2) * inside)
    width = np.hypot(core_sigma, resolution)
    core_part = 2 * (ndtr(high / width) - ndtr(low / width))
    return (1 - core) * valence_part + core * core_part


def point(state, resolution=res):
    return np.array([window_share(state, 0, s_max, resolution),
                     window_share(state, w_min, w_max, resolution)])


P_b, P_v, P_2, P_s = [point(q) for q in (bulk, vacancy, second, surface)]
slope = (P_v[1] - P_b[1]) / (P_v[0] - P_b[0])


def off_line(p):
    """Distance in W from the bulk-vacancy line."""
    return p[1] - P_b[1] - slope * (p[0] - P_b[0])


def off_line_error(p, counts):
    """Counting error of off_line for multinomial window counts."""
    s, w = p
    var = w * (1 - w) + slope ** 2 * s * (1 - s) + 2 * slope * s * w
    return np.sqrt(var / counts)


def shares(traps):
    """Annihilation shares [bulk, trap 1, ...] by time evolution.
    Each trap: (trapping rate, annihilation rate, escape rate) in 1/ns."""
    n = len(traps) + 1
    gen = np.zeros((2 * n, 2 * n))   # populations, then annihilated parts
    gen[0, 0] = -lam_b
    gen[n, 0] = lam_b
    for i, (kap, lam, esc) in enumerate(traps, 1):
        gen[0, 0] -= kap
        gen[i, 0] = kap
        gen[0, i] = esc
        gen[i, i] = -lam - esc
        gen[n + i, i] = lam
    return expm(gen * 60.0)[n:, 0]


def eta_formula(conc):
    return mu_ns * conc / (lam_b + mu_ns * conc)


# ---- closed share formulas against the rate equations ----
concs = np.array([1e15, 1e16, 1e17, 1e18, 1e19])
points = []
for c in concs:
    kap = mu_ns * c
    sh = shares([(kap, lam_v, 0.0)])
    assert abs(sh.sum() - 1) < 1e-9
    assert abs(sh[1] - eta_formula(c)) < 1e-9
    assert abs(shares([(kap, 2 * lam_v, 0.0)])[1] - sh[1]) < 1e-9
    esc = 2.0
    with_escape = kap * lam_v / (lam_b * (lam_v + esc) + kap * lam_v)
    assert abs(shares([(kap, lam_v, esc)])[1] - with_escape) < 1e-9
    p = sh[0] * P_b + sh[1] * P_v
    back = lam_b / mu_ns * (p[0] - P_b[0]) / (P_v[0] - p[0])
    assert abs(back / c - 1) < 1e-5
    points.append(p)


# ---- Monte Carlo histories, without rate equations or spectra formulas ----
def simulate(layers, n):
    local = rng.choice(np.array(layers), n)
    t_trap = rng.exponential(1.0, n) / (mu_ns * local)
    trapped = t_trap < rng.exponential(tau_b, n)
    edge = np.where(trapped, vacancy[0], bulk[0])
    core = np.where(trapped, vacancy[1], bulk[1])
    # one component of a momentum drawn uniformly from a filled sphere
    shift = edge * np.cbrt(rng.random(n)) * rng.uniform(-1, 1, n)
    is_core = rng.random(n) < core
    shift = np.where(is_core, rng.normal(0, core_sigma, n), shift)
    size = np.abs(shift + rng.normal(0, res, n))
    return np.array([np.mean(size < s_max),
                     np.mean((size > w_min) & (size < w_max))])


events = 2_000_000
mc_rows = []
for name, layers in (("1e16", [1e16]), ("1e17", [1e17]),
                     ("1e18", [1e18]), ("1e16|1e18", [1e16, 1e18])):
    p = simulate(layers, events)
    eta = np.mean([eta_formula(c) for c in layers])
    expected = P_b + eta * (P_v - P_b)
    err = np.sqrt(expected * (1 - expected) / events)
    assert np.all(np.abs(p - expected) < 4.5 * err)
    sig = off_line_error(expected, events)
    assert abs(off_line(p)) < 4.5 * sig
    mc_rows.append((name, p, off_line(p), sig))

# ---- two equal layers: apparent concentration from S ----
eta_layers = np.mean([shares([(mu_ns * c, lam_v, 0.0)])[1]
                      for c in (1e16, 1e18)])
S_layers = P_b[0] + eta_layers * (P_v[0] - P_b[0])
C_apparent = lam_b / mu_ns * (S_layers - P_b[0]) / (P_v[0] - S_layers)
C_mean = (1e16 + 1e18) / 2
assert C_apparent < C_mean

# ---- total window that cuts off the tails ----
T_b, T_v = [window_share(q, 0, total_max) for q in (bulk, vacancy)]
cut_b, cut_v = P_b / T_b, P_v / T_v
for c in concs:
    sh = shares([(mu_ns * c, lam_v, 0.0)])
    cut = (sh[0] * P_b + sh[1] * P_v) / (sh[0] * T_b + sh[1] * T_v)
    along = (cut - cut_b) / (cut_v - cut_b)
    eta = eta_formula(c)
    predicted = eta * T_v / ((1 - eta) * T_b + eta * T_v)
    assert np.all(np.abs(along - predicted) < 1e-7)
    if c == 1e17:
        eta_cut = along[0]

# ---- second vacancy type ----
counts = 1e6
sigma_ref = off_line_error(P_b, counts)
lam_2 = 1 / 0.270
C_second = 1e17
off_second = []
for c in concs:
    sh = shares([(mu_ns * c, lam_v, 0), (mu_ns * C_second, lam_2, 0)])
    off_second.append(off_line(sh[0] * P_b + sh[1] * P_v + sh[2] * P_2))
assert max(np.abs(off_second)) > 2 * sigma_ref
ratio_slopes = []
for c in (1e16, 1e17, 1e18):         # second type always half of the first
    sh = shares([(mu_ns * c, lam_v, 0), (mu_ns * c / 2, lam_2, 0)])
    d = sh[0] * P_b + sh[1] * P_v + sh[2] * P_2 - P_b
    ratio_slopes.append(d[1] / d[0])
assert np.ptp(ratio_slopes) < 1e-6
assert abs(ratio_slopes[0] - slope) > 1e-3

# ---- thermal escape, from detailed balance with one bound state ----
kT = sc.k * temperature
n_thermal = (sc.m_e * kT / (2 * np.pi * sc.hbar ** 2)) ** 1.5   # 1/m^3
box = 100e-9
k_box = 2 * np.pi * np.arange(-400, 401) / box
line_sum = np.sum(np.exp(-(sc.hbar * k_box) ** 2 / (2 * sc.m_e * kT))) / box
assert abs(line_sum ** 3 / n_thermal - 1) < 1e-6
escape = mu * n_thermal * 1e-6 * np.exp(-binding_eV * sc.e / kT)  # 1/s

# ---- back-diffusion to an absorbing surface ----
density = 8 * 72.63 * sc.atomic_mass * 1e3 / (lattice_nm * 1e-7) ** 3
mean_depth = 40 / density * beam_keV ** 1.6           # nm, rough rule
z0 = 2 * mean_depth / np.sqrt(np.pi)
h = 1.0
z = np.arange(1, int(6 * z0)) * h
profile = 2 * z / z0 ** 2 * np.exp(-(z / z0) ** 2)


def diffusion_length(conc):
    return np.sqrt(diffusion / ((lam_b + mu_ns * conc) * 1e9)) * 1e7  # nm


def surface_share(conc):
    return h * np.sum(profile * np.exp(-z / diffusion_length(conc)))


L = diffusion_length(1e15)
a = (L / h) ** 2
bands = np.vstack([np.full(z.size, -a), np.full(z.size, 1 + 2 * a),
                   np.full(z.size, -a)])
u = solve_banded((1, 1), bands, profile)
flux = L ** 2 * (4 * u[0] - u[1]) / (2 * h)
assert abs(flux / surface_share(1e15) - 1) < 2e-3     # grid error
J_low, J_high = surface_share(1e15), surface_share(1e19)

# ---- resolution drift and leftover background ----
drift = off_line(point(bulk, 1.01 * res))
b = 1e-4                             # background per keV, per peak count
widths = np.array([2 * s_max, 2 * (w_max - w_min)])
with_background = (P_b + b * widths) / (1 + b * 2 * total_max)

print("INPUTS (Ge values rough; shapes are a model)")
print(f"temperature {temperature:.0f} K, lattice {lattice_nm} nm")
print(f"lifetimes: bulk {tau_b*1e3:.0f} ps, vacancy {tau_v*1e3:.0f} ps")
print(f"trapping coefficient mu = {mu:.1e} cm^3/s")
print(f"resolution FWHM {fwhm} keV, sigma {res:.4f} keV")
print(f"S window |dE| < {s_max} keV")
print(f"W window {w_min} < |dE| < {w_max} keV")
print(f"core Gaussian sigma {core_sigma} keV")
print(f"valence density {n_val*1e-6:.3e} cm^-3")
print(f"Fermi wave number {k_fermi*1e-9:.2f} nm^-1")
for name, q in (("bulk", bulk), ("vacancy", vacancy),
                ("second type", second), ("surface", surface)):
    print(f"{name}: edge {q[0]:.4f} keV, core share {q[1]:.3f}")
print("END POINTS AND LINE (no unit)")
print(f"bulk:    S_b = {P_b[0]:.5f}, W_b = {P_b[1]:.5f}")
print(f"vacancy: S_v = {P_v[0]:.5f}, W_v = {P_v[1]:.5f}")
print(f"S_v/S_b = {P_v[0]/P_b[0]:.4f}, W_v/W_b = {P_v[1]/P_b[1]:.4f}")
print(f"slope m = {slope:.5f}")
print(f"bulk annihilation rate {lam_b:.4f} ns^-1")
print("C (cm^-3), kappa (ns^-1), eta, S, W")
for c, p in zip(concs, points):
    print(f"{c:.0e} {mu_ns*c:9.4f} {eta_formula(c):.5f}"
          f" {p[0]:.5f} {p[1]:.5f}")
print(f"MONTE CARLO, {events} positrons per point")
print("C (cm^-3), S, W, W off line, its standard error")
for name, p, off, sig in mc_rows:
    print(f"{name:9s} {p[0]:.5f} {p[1]:.5f} {off:+.1e} {sig:.1e}")
print(f"two layers: mean C {C_mean:.3e} cm^-3")
print(f"two layers: eta {eta_layers:.4f}, apparent C {C_apparent:.3e} cm^-3")
print("NEGLECTED EFFECTS (shifts of W off the line)")
print(f"counting error, 1e6 counts, bulk point: {sigma_ref:.2e}")
print(f"second type at {C_second:.0e} cm^-3, C = 1e15 to 1e19 cm^-3:")
print(f"  from {off_second[0]:+.2e} to {off_second[-1]:+.2e}")
print(f"second type at half of C: slope {ratio_slopes[0]:.5f}")
print(f"resolution 1% wider, bulk point: {drift:+.2e}")
print(f"background {b:.0e} per keV: {off_line(with_background):+.2e}")
print(f"beam {beam_keV:.0f} keV, mean depth {mean_depth:.0f} nm")
print(f"diffusion coefficient {diffusion} cm^2/s")
print(f"diffusion length: {L:.0f} nm at 1e15 cm^-3,"
      f" {diffusion_length(1e19):.0f} nm at 1e19")
print(f"surface share: {J_low:.4f} at 1e15 cm^-3, {J_high:.5f} at 1e19")
print(f"surface shift at 1e15 cm^-3: {J_low*off_line(P_s):+.2e}")
print(f"escape rate, binding {binding_eV} eV: {escape:.1e} s^-1")
print(f"total window {total_max} keV: T_b {T_b:.5f}, T_v {T_v:.5f}")
print(f"eta at 1e17 cm^-3: true {eta_formula(1e17):.5f},"
      f" cut window {eta_cut:.5f}")
print("all assertions hold")
```

Output:

```
INPUTS (Ge values rough; shapes are a model)
temperature 300 K, lattice 0.566 nm
lifetimes: bulk 230 ps, vacancy 320 ps
trapping coefficient mu = 3.0e-08 cm^3/s
resolution FWHM 1.2 keV, sigma 0.5096 keV
S window |dE| < 0.8 keV
W window 2.8 < |dE| < 5.0 keV
core Gaussian sigma 2.8 keV
valence density 1.765e+23 cm^-3
Fermi wave number 17.35 nm^-1
bulk: edge 1.7121 keV, core share 0.100
vacancy: edge 1.6265 keV, core share 0.075
second type: edge 1.6950 keV, core share 0.080
surface: edge 1.5409 keV, core share 0.070
END POINTS AND LINE (no unit)
bulk:    S_b = 0.55253, W_b = 0.02504
vacancy: S_v = 0.57954, W_v = 0.01875
S_v/S_b = 1.0489, W_v/W_b = 0.7487
slope m = -0.23303
bulk annihilation rate 4.3478 ns^-1
C (cm^-3), kappa (ns^-1), eta, S, W
1e+15    0.0300 0.00685 0.55272 0.02500
1e+16    0.3000 0.06455 0.55427 0.02464
1e+17    3.0000 0.40828 0.56356 0.02247
1e+18   30.0000 0.87342 0.57612 0.01955
1e+19  300.0000 0.98571 0.57915 0.01884
MONTE CARLO, 2000000 positrons per point
C (cm^-3), S, W, W off line, its standard error
1e16      0.55412 0.02464 -3.1e-05 1.2e-04
1e17      0.56328 0.02241 -1.3e-04 1.2e-04
1e18      0.57538 0.01965 -7.1e-05 1.2e-04
1e16|1e18 0.56509 0.02209 -2.4e-05 1.2e-04
two layers: mean C 5.050e+17 cm^-3
two layers: eta 0.4690, apparent C 1.280e+17 cm^-3
NEGLECTED EFFECTS (shifts of W off the line)
counting error, 1e6 counts, bulk point: 1.77e-04
second type at 1e+17 cm^-3, C = 1e15 to 1e19 cm^-3:
  from -9.84e-04 to -2.36e-05
second type at half of C: slope -0.27032
resolution 1% wider, bulk point: -1.98e-04
background 1e-04 per keV: +3.23e-04
beam 25 keV, mean depth 1296 nm
diffusion coefficient 1.5 cm^2/s
diffusion length: 185 nm at 1e15 cm^-3, 22 nm at 1e19
surface share: 0.0294 at 1e15 cm^-3, 0.00046 at 1e19
surface shift at 1e15 cm^-3: +9.99e-05
escape rate, binding 1.0 eV: 6.0e-06 s^-1
total window 5.0 keV: T_b 0.99211, T_v 0.99408
eta at 1e17 cm^-3: true 0.40828, cut window 0.40876
all assertions hold
```
